# Block-diagonalizing the Dirac operator with quaternions in real scalar basis functions

Without the reduction derived here, a four-component program that expands both spin components in $N$ real scalar functions diagonalizes a complex matrix of dimension $2N$. In the absence of a magnetic field it finds every level at least twice. The solver returns an arbitrary mixture of each degenerate pair, and, in a suitable order, the lower half of the matrix repeats the numbers of the upper half up to signs. Time-reversal symmetry causes the duplication, but as an antilinear symmetry it cannot be removed by an ordinary complex change of basis into symmetry blocks. A quaternion change of basis removes it.

## 1. The operator in spin order

Hartree atomic units are used, with electron mass 1 and energies measured from the rest energy. The potential $V(\mathbf r)$ is real and scalar. The one-electron operator is

$$h=V+c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2,\qquad \mathbf p=-i\nabla .$$

It couples the large (L) and small (S) components through

$$\boldsymbol\sigma\cdot\mathbf p=\begin{pmatrix}-i\partial_z & -i\partial_x-\partial_y\\ -i\partial_x+\partial_y & i\partial_z\end{pmatrix},$$

because $p_x\mp ip_y=-i\partial_x\mp\partial_y$. Reorder the spinor from $(L\alpha,L\beta,S\alpha,S\beta)$ to $(L\alpha,S\alpha,L\beta,S\beta)$ and write it as $\psi=(a,b)$, where $a$ and $b$ each hold an L and an S part. The $\alpha\alpha$ and $\alpha\beta$ blocks are

$$A=\begin{pmatrix}V&-ic\partial_z\\-ic\partial_z&V-2c^2\end{pmatrix},\qquad
B=\begin{pmatrix}0&-ic\partial_x-c\partial_y\\-ic\partial_x-c\partial_y&0\end{pmatrix}.$$

Let a star on an operator change the sign of each explicit $i$ and leave derivatives alone. The $\beta\beta$ block contains $+ic\partial_z$, so it is $A^*$. The $\beta\alpha$ block contains $-ic\partial_x+c\partial_y=-(ic\partial_x-c\partial_y)$, so it is $-B^*$. Hence

$$h=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}. \tag{1}$$

This form expresses time-reversal symmetry. Define $T(a,b)=(-b^*,a^*)$ and let $h$ have general blocks $A,B,C,D$. Then

$$Th\psi=(-C^*a^*-D^*b^*,\;A^*a^*+B^*b^*),$$
$$hT\psi=(Ba^*-Ab^*,\;Da^*-Cb^*).$$

Setting $b=0$ and then $a=0$ shows that the two agree for all $\psi$ if and only if $C=-B^*$ and $D=A^*$. The derivation below uses only the form (1), so it covers any time-even operator.

## 2. Quaternion rules

The units obey $i^2=j^2=k^2=-1$, $ij=k$, $jk=i$, $ki=j$, and a product of two different units changes sign when reversed. The complex $i$ is identified with the quaternion $i$. For $z=x+iy$ with real $x,y$,

$$jz=xj+y\,ji=xj-y\,ij=z^*j .$$

Derivatives and real functions commute with the units, so $jM=M^*j$ for the operator blocks as well. Likewise $kM=ijM=iM^*j=M^*k$.

Conjugation changes the sign of $i,j,k$ and reverses products, for example $\overline{ij}=-k=ji=\bar j\,\bar i$. The dagger of a quaternion matrix is its transpose with conjugated elements, and $(XY)^\dagger=Y^\dagger X^\dagger$. Define

$$U=\frac1{\sqrt2}\begin{pmatrix}1&j\\j&1\end{pmatrix},\qquad
U^\dagger=\frac1{\sqrt2}\begin{pmatrix}1&-j\\-j&1\end{pmatrix}.$$

The diagonal elements of $U^\dagger U$ are $\tfrac12(1-j^2)=1$ and the others are $\tfrac12(j-j)=0$. The product $UU^\dagger$ gives the same result, so $U$ is unitary.

## 3. Block-diagonalization

First multiply from the right:

$$hU=\frac1{\sqrt2}\begin{pmatrix}A+Bj&Aj+B\\-B^*+A^*j&-B^*j+A^*\end{pmatrix}.$$

Then multiply by $U^\dagger$ from the left, moving each $j$ to the right with $jM=M^*j$:

$$\begin{aligned}
(11)&=\tfrac12[A+Bj+jB^*-jA^*j]=\tfrac12[A+Bj+Bj+A]=A+Bj,\\
(12)&=\tfrac12[Aj+B+jB^*j-jA^*]=\tfrac12[Aj+B-B-Aj]=0,\\
(21)&=\tfrac12[-jA-jBj-B^*+A^*j]=\tfrac12[-A^*j+B^*-B^*+A^*j]=0,\\
(22)&=\tfrac12[-jAj-jB-B^*j+A^*]=\tfrac12[A^*-B^*j-B^*j+A^*]=A^*-B^*j.
\end{aligned}$$

Thus $U^\dagger hU=\mathrm{diag}(q,q')$ with $q=A+Bj$. The second block is a rotated copy of the first. Since $k^{-1}=-k$ and $k^{-1}jk=-(kj)k=ik=-j$,

$$k^{-1}qk=A^*+B^*k^{-1}jk=A^*-B^*j=q'.$$

Inserting the blocks, with $(-ic\partial_x-c\partial_y)j=-c(k\partial_x+j\partial_y)$, gives

$$q=\begin{pmatrix}V&-c\,\Delta\\-c\,\Delta&V-2c^2\end{pmatrix},\qquad \Delta=i\partial_z+j\partial_y+k\partial_x. \tag{2}$$

The pairing of $i$ with $z$ and $k$ with $x$ follows from the standard Pauli matrices and $ij=k$.

## 4. Spinors and Kramers pairs

The transformed spinor is

$$U^\dagger\begin{pmatrix}a\\b\end{pmatrix}=\frac1{\sqrt2}\begin{pmatrix}a-b^*j\\b-a^*j\end{pmatrix}.$$

Set $\varphi=a-b^*j$. The second component follows from it:

$$k^{-1}\varphi\,i=a^*k^{-1}i-b\,k^{-1}ji=-a^*j+b,$$

where $k^{-1}i=-ki=-j$ and $k^{-1}ji=k^{-1}(-k)=-1$. One component therefore suffices. Direct multiplication confirms this:

$$q\varphi=(A+Bj)(a-b^*j)=(Aa+Bb)-(Ab^*-Ba^*)j .$$

The starred lower component of $h\psi$ is $(-B^*a+A^*b)^*=Ab^*-Ba^*$, so $q\varphi$ is the image of $h\psi$. The equation $h\psi=\varepsilon\psi$ becomes

$$q\varphi=\varphi\varepsilon,\qquad \varepsilon\ \text{real}. \tag{3}$$

Scalars that act on the spinor stand on the right. For a phase $u=e^{i\theta}$,

$$\varphi u=au-b^*ju=au-(bu)^*j,$$

which is the image of $u\psi$. The time-reversed spinor $(-b^*,a^*)$ has the image $-b^*-aj=-\varphi j$. Because $\varepsilon$ is real, (3) holds for $\varphi u$ with any constant quaternion $u$. One quaternion solution thus represents a Kramers pair. The pair is orthogonal, because the integrand of $\langle\psi|T\psi\rangle$ is $\sum(-a^*b^*+b^*a^*)=0$.

**Nonrelativistic limit.** The lower row of (3) gives

$$\varphi^S=-\frac{c}{2c^2+\varepsilon-V}\,\Delta\varphi^L\approx-\frac1{2c}\Delta\varphi^L$$

where $|\varepsilon-V|\ll2c^2$. The upper row then contains $-c\Delta\varphi^S\approx\tfrac12\Delta^2\varphi^L$. Cross terms in $\Delta^2$ cancel because the units anticommute while derivatives commute, and the squares give $\Delta^2=-\nabla^2$. At leading order in $1/c$, each of the four real parts of $\varphi^L$ obeys the Schrödinger equation, so solutions can be chosen as a real Schrödinger function times a constant quaternion on the right, which carries the spin.

## 5. Where the block form fails

A time-odd operator satisfies $Th=-hT$. The comparison in Section 1 then gives $C=B^*$ and $D=-A^*$. Transforming as before,

$$\begin{aligned}
(11)&=\tfrac12[A+Bj-jB^*+jA^*j]=\tfrac12[A+Bj-Bj-A]=0,\\
(12)&=\tfrac12[Aj+B-jB^*j+jA^*]=Aj+B,\\
(21)&=\tfrac12[-jA-jBj+B^*-A^*j]=B^*-A^*j,\\
(22)&=\tfrac12[-jAj-jB+B^*j-A^*]=0.
\end{aligned}$$

A magnetic field adds $c\,\boldsymbol\alpha\cdot\boldsymbol{\mathcal A}$ for an electron in the vector potential $\boldsymbol{\mathcal A}$. This term has the time-odd form, since $\sigma_z$ has opposite diagonal elements and $\mathcal A_x\pm i\mathcal A_y$ are complex conjugates. It couples the two blocks and contributes nothing inside them. A program that keeps just the first block would silently drop the field, so the coupling must be retained. The relation of Section 4 still gives the second component as $k^{-1}\varphi i$. With $A_m,B_m$ the blocks of the magnetic term, the upper row becomes $q\varphi+(A_mj+B_m)k^{-1}\varphi i=\varphi\varepsilon$. The factor $i$ on the right does not commute with $j$, so in general $\varphi j$ no longer solves the equation. Time reversal alone then no longer guarantees the degeneracy. In a uniform field the pairs generally split, even if $V$ has an inversion centre. Time reversal combined with inversion still protects them if $V$ and $\boldsymbol{\mathcal A}$ are both even under inversion, but the magnetic field is then odd under inversion and so cannot be uniform and nonzero. In that even case, take basis functions of definite parity and multiply the odd large and the even small functions by $i$. The combined operation then acts on the coefficients as $T$ does, and the matrix again has the form (1). Without such a protecting symmetry, as in a uniform field, the problem is no longer a quaternion matrix eigenproblem of the form (3).

## 6. Matrix equation in real functions

Expand $\varphi^X=\sum_\mu\chi^X_\mu C^X_\mu$ for $X=L,S$, with real $\chi$ and quaternion coefficients on the right. Define the real integrals $(D_u)_{\mu\nu}=\langle\chi^L_\mu|\partial_u|\chi^S_\nu\rangle$. Multiplying (3) by each basis function and integrating gives

$$FC=SC\varepsilon,\qquad F_{LS}=-c(iD_z+jD_y+kD_x), \tag{4}$$

$$F_{LL}=V_{LL},\qquad F_{SS}=V_{SS}-2c^2S_{SS}.$$

The overlap $S$ is real and has no LS block. Integration by parts, with vanishing boundary terms, gives $\langle\chi^S_\nu|\partial_u|\chi^L_\mu\rangle=-(D_u)_{\mu\nu}$. Therefore

$$F_{SL}=c(iD_z^T+jD_y^T+kD_x^T)=F_{LS}^\dagger .$$

In storage, $F=F_0+iF_1+jF_2+kF_3$. The array $F_0$ is symmetric and holds the diagonal blocks. The arrays $F_1,F_2,F_3$ are antisymmetric, with LS blocks $-cD_z,-cD_y,-cD_x$. If $N$ counts large and small functions together, full storage takes $4N^2$ real numbers, against $2(2N)^2=8N^2$ for the complex matrix.

If no quaternion eigensolver is at hand, replace each unit by the real $4\times4$ matrix of left multiplication by it. The resulting real symmetric problem has dimension $4N$ and shows each quaternion eigenvalue four times, for $\varphi$, $\varphi i$, $\varphi j$ and $\varphi k$. This is a convenient check, though it gives up the saving.

**Kinetic balance.** The limit in Section 4 shows that the small basis must represent the derivatives of the large functions well. Including them exactly is the safe choice. At leading order in $1/c$, eliminating the small coefficients gives the kinetic matrix $F_{LS}S_{SS}^{-1}F_{SL}/(2c^2)=-\tfrac12\sum_{u,v}e_ue_vD_uS_{SS}^{-1}D_v^T$, with $e_z=i$, $e_y=j$, $e_x=k$. Here $D_uS_{SS}^{-1}D_v^T=\langle\partial_u\chi|\Pi|\partial_v\chi'\rangle$, where $\Pi$ projects onto the small basis. The terms $u=v$ give the real part $\tfrac12\sum_uD_uS_{SS}^{-1}D_u^T$. The terms $u\ne v$ pair into $e_ue_v(D_uS_{SS}^{-1}D_v^T-D_vS_{SS}^{-1}D_u^T)$. If the small basis contains the derivatives, $\Pi$ drops out, these pairs cancel because $\langle\partial_u\chi|\partial_v\chi'\rangle=\langle\partial_v\chi|\partial_u\chi'\rangle$ after two integrations by parts, and $\tfrac12\langle\nabla\chi|\nabla\chi'\rangle$ remains. Otherwise they can survive. In every case the expectation value is $\tfrac12\|\Pi\Delta\varphi^L\|^2\le\tfrac12\|\Delta\varphi^L\|^2$, so missing functions can only make the kinetic energy too low.

## 7. Twofold rotations make the matrix real

Suppose $V$ is unchanged by rotations through $\pi$ about the $x$, $y$ and $z$ axes (the group $D_2$). Choose basis functions that transform under these rotations like $1$, $z$, $y$ or $x$, and give them the units

$$e_1=1,\quad e_z=i,\quad e_y=j,\quad e_x=k .$$

The product $zy$ transforms like $x$, just as $ij=k$, and the other products match in the same way up to sign.

Let $P$ be the diagonal matrix of these units and consider $P^\dagger FP$. Potential and overlap elements vanish unless both functions have the same type $\Gamma$, and then $\bar e_\Gamma e_\Gamma=1$. A derivative $\partial_u$ connects $\Gamma$ and $\Gamma'$ only if their product has type $u$. Its unit is then $e_u=\pm e_\Gamma e_{\Gamma'}$, and

$$\bar e_\Gamma e_u e_{\Gamma'}=\pm\bar e_\Gamma e_\Gamma e_{\Gamma'}e_{\Gamma'}=\pm e_{\Gamma'}^2=\pm1 .$$

The problem is now real symmetric with dimension $N$, and its real eigenvectors $x$ give $C=Px$.

The double group shows that these rotations do not sort the levels into different symmetry types. On spin, the rotations are $-i\sigma_x,-i\sigma_y,-i\sigma_z$ up to sign. They square to $-1$ and multiply like quaternion units, so with $\pm1$ they form a group of eight elements. Its classes are $\{1\}$, $\{-1\}$ and three pairs $\{\pm g\}$, hence it has five irreducible representations. Four are the one-dimensional representations of $D_2$. The squared dimensions sum to 8, so the fifth has dimension 2. All spinors belong to it, so every level has the same symmetry type. The eigenvalue of a single rotation can still separate the two members of each Kramers pair. This splits the complex matrix into two blocks of dimension $N$ with the same levels.

## 8. Worked example

**One Gaussian by hand.** Take a point charge $Z=50$ and one large function $s\propto e^{-ar^2}$ with $a=700\ \mathrm{bohr}^{-2}$. The small functions are $p_u=2\sqrt a\,u\,s$, normalized because $\langle u^2\rangle_s=1/(4a)$. From $\partial_us=-2aus=-\sqrt a\,p_u$ it follows that $\langle s|\partial_u|p_u\rangle=\sqrt a=26.4575\ \mathrm{bohr}^{-1}$. The potential elements, in hartree, follow from radial Gaussian integrals:

$$v_s=-Z\frac{\int_0^\infty re^{-2ar^2}dr}{\int_0^\infty r^2e^{-2ar^2}dr}=-2Z\sqrt{\frac{2a}\pi}=-2111.00,$$

$$v_p=-Z\frac{\int_0^\infty r^3e^{-2ar^2}dr}{\int_0^\infty r^4e^{-2ar^2}dr}=-\frac{4Z}3\sqrt{\frac{2a}\pi}=-1407.34 .$$

Let $g=c\sqrt a=3625.63$ and $w=v_p-2c^2=-38965.07$. In the order $(s,p_x,p_y,p_z)$,

$$F=\begin{pmatrix}v_s&-gk&-gj&-gi\\gk&w&0&0\\gj&0&w&0\\gi&0&0&w\end{pmatrix}.$$

Try $C=(1,tk,tj,ti)$ with real $t$. The first row gives $v_s+3gt=\varepsilon$, and each other row gives $g+wt=t\varepsilon$. Eliminating $t$ yields $(\varepsilon-v_s)(\varepsilon-w)=3g^2$, so

$$\varepsilon=\frac{v_s+w}2+\sqrt{\Big(\frac{v_s-w}2\Big)^2+3g^2}=-1070.34\ \text{hartree},$$

where $\sqrt3\,g=6279.78$ hartree. The other root is $-40005.73$ hartree. Two further solutions, at $w$, have no large part. Their small coefficients satisfy the single condition $kC_x+jC_y+iC_z=0$.

For the electron solution,

$$t=\frac g{\varepsilon-w}=\frac{3625.63}{37894.72}=0.09568,$$

and the small-component weight is $3t^2/(1+3t^2)=0.0267$. To decode it, compare with $a-b^*j$: $ti$ means $a=it$, $tj$ means $b=-t$, and $tk=(it)j$ means $b=it$. The small spinor is

$$it\begin{pmatrix}p_z\\p_x+ip_y\end{pmatrix},$$

which is proportional to $\boldsymbol\sigma\cdot\mathbf p$ acting on $(s,0)$. In the numerical output, the letter j in the spinor coefficients is Python's imaginary unit, which is $i$ here.

**A larger basis.** With 20 s and 14 p exponents in the large basis, and all their derivatives in the small basis, the phases of Section 7 give a real matrix of dimension 220 in place of a complex one of dimension 440. The reference is the point-nucleus Dirac–Coulomb formula

$$E_{nj}=c^2\left\{\left[1+\left(\frac{Z/c}{n-\kappa+\sqrt{\kappa^2-(Z/c)^2}}\right)^2\right]^{-1/2}-1\right\},\qquad \kappa=j+\tfrac12,$$

where $j$ is the angular momentum.

| Level | Basis (hartree) | Formula (hartree) |
|---|---|---|
| $n=1,\ j=1/2$ | $-1294.624$ | $-1294.626$ |
| $n=2,\ j=1/2$ | $-326.494$ | $-326.495$ |
| $n=2,\ j=1/2$ | $-326.491$ | $-326.495$ |
| $n=2,\ j=3/2$, twice | $-315.141$ | $-315.144$ |

Each row entry is a Kramers pair, so the fourfold $j=3/2$ level appears twice. The formula makes the two $j=1/2$ levels at $n=2$ equal, and the basis separates them by 0.003 hartree. This is basis error, small beside the 11.350 hartree splitting between $j=1/2$ and $j=3/2$. A coarser set of 10 p exponents raises the $j=3/2$ error relative to the formula from 0.003 to 0.123 hartree. Nuclear size and radiative effects are left out of both columns.

The numerical check also treats four unequal charges without spatial symmetry, where the phases of Section 7 are not available. It tests the block form, the spectrum, the Kramers partner and the magnetic coupling there.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
FOUR CHARGES, NO SYMMETRY (small basis)
  charge 40 at (0.0, 0.0, 0.0) bohr
  charge 30 at (1.5, 0.0, 0.0) bohr
  charge 20 at (0.3, 1.7, 0.0) bohr
  charge 10 at (0.4, 0.5, 1.9) bohr
  large, small functions: 40, 104; N = 144
  complex matrix dimension 2N = 288
  real numbers stored, complex matrix: 165888
  real numbers stored, quaternion matrix: 82944
  largest element before transformation: 9.503e+04 hartree
  largest off-diagonal-block element after: 0.0e+00 hartree
  first block minus formula, largest: 2.9e-11 hartree
  second block minus k^-1 F k, largest: 2.9e-11 hartree
  complex vs quaternion spectrum, largest: 9.2e-10 hartree
  lowest electron level: -825.70824 hartree
  overlap with its Kramers partner: 1.6e-26
  magnetic field along x: 0.1 a.u.
  magnetic term, largest in diagonal blocks: 0.0e+00 hartree
  magnetic term, largest in off-diagonal: 13.0184 hartree
HAND EXAMPLE
  Z = 50, Gaussian exponent a = 700 bohr^-2
  derivative integral <s|d/dx|p_x> = 26.457513 bohr^-1
  V in s function: -2111.0041 hartree
  V in p function: -1407.3361 hartree
  V_p - 2c^2: -38965.0662 hartree
  coupling c sqrt(a): 3625.6317 hartree
  coupling c sqrt(3a): 6279.7784 hartree
  electron energy: -1070.3417 hartree
  lowest energy: -40005.7287 hartree
  coefficient t: 0.095676
  small-component weight: 0.026728
  L s: alpha 1.000000+0.000000j, beta 0.000000+0.000000j
  S p_x: alpha 0.000000+0.000000j, beta 0.000000+0.095676j
  S p_y: alpha 0.000000+0.000000j, beta -0.095676+0.000000j
  S p_z: alpha 0.000000+0.095676j, beta 0.000000+0.000000j
ONE-ELECTRON ION, Z = 50, POINT NUCLEUS
  s exponents: 20, from 20, ratio 2.2
  p exponents: 14, from 25, ratio 2.4
  real matrix dimension 220, complex 440
  largest i, j, k part before phases: 1.097e+06 hartree
  largest i, j, k part after phases: 0.0e+00 hartree
  n=1 j=1/2: basis -1294.62366, closed formula -1294.62615 hartree
  n=2 j=1/2: basis -326.49360, closed formula -326.49480 hartree
  n=2 j=1/2: basis -326.49058, closed formula -326.49480 hartree
  n=2 j=3/2: basis -315.14133, closed formula -315.14435 hartree
  n=2 j=3/2: basis -315.14133, closed formula -315.14435 hartree
  n=2 splitting, closed formula: 11.35045 hartree
  j=3/2 error, p ratio 2.4: 0.00303 hartree
  j=3/2 error, 10 p exponents from 40, ratio 3.0: 0.12302 hartree
```
